# Spin-incoherent neutron scattering and the two-thirds spin-flip probability

## Four intensities and a ratio

Take a fixed nucleus of spin $I=3/2$ whose scattering length is $6$ fm when the neutron and nuclear spins combine to total spin 2, and $-2$ fm when they combine to total spin 1. Send in a neutron with spin up along $z$. The intensity scattered with the neutron spin reversed depends on the nuclear spin projection $m$: it is $0$, $12$, $16$ and $12$ fm² per steradian for $m=+3/2,+1/2,-1/2,-3/2$. The average is $10$ fm². The average total intensity is $24$ fm², of which $9$ fm² is coherent. The remaining $15$ fm² is spin-incoherent, and $10/15=2/3$ of it has a flipped neutron spin.

None of the four separate intensities suggests this fraction, and it does not depend on the two scattering lengths chosen, provided they differ. It follows from the operator form of the scattering length and from the isotropy of random nuclear spins.

## The scattering length as an operator

Let $\boldsymbol\sigma$ be the Pauli matrices of the neutron, so that its spin is $\mathbf s=\boldsymbol\sigma/2$, and let $\mathbf I$ be the nuclear spin, both in units of $\hbar$. Slow neutrons scatter from a nucleus in the s-wave. With no orbital angular momentum involved, rotational invariance conserves the total spin $\mathbf J=\mathbf s+\mathbf I$, and the scattering length can depend on the spins through $J$ alone. For $I>0$ there are two values,

$$b=b_+\ \text{ for } J=I+\tfrac12,\qquad b=b_-\ \text{ for } J=I-\tfrac12 .$$

To write this as one operator, square $\mathbf J$. Since $\mathbf s$ and $\mathbf I$ commute and $2\,\mathbf s\cdot\mathbf I=\boldsymbol\sigma\cdot\mathbf I$,

$$\mathbf J^2=\tfrac34+I(I+1)+\boldsymbol\sigma\cdot\mathbf I .$$

In a state of definite $J$, therefore, $\boldsymbol\sigma\cdot\mathbf I=J(J+1)-I(I+1)-\tfrac34$. The two cases are

$$J=I+\tfrac12:\quad (I^2+2I+\tfrac34)-(I^2+I)-\tfrac34=I,$$

$$J=I-\tfrac12:\quad (I^2-\tfrac14)-(I^2+I)-\tfrac34=-(I+1).$$

The operator

$$b=A+B\,\boldsymbol\sigma\cdot\mathbf I$$

thus has the required value in both subspaces if

$$A+BI=b_+,\qquad A-B(I+1)=b_- .$$

The two subspaces together span all spin states, so this fixes the operator completely. Subtracting the equations gives $B(2I+1)=b_+-b_-$. Inserting this in $A=b_+-BI$ gives $A$:

$$B=\frac{b_+-b_-}{2I+1},\qquad A=\frac{(I+1)b_++I\,b_-}{2I+1}.$$

In the example, $B=(6+2)/4=2$ fm and $A=[2.5\times6+1.5\times(-2)]/4=3$ fm.

If $b_+=b_-$, then $B=0$ and the scattering does not see the nuclear spin. For $I=0$ there is one value, $J=1/2$, and $\boldsymbol\sigma\cdot\mathbf I$ vanishes. In what follows $I>0$ and $B\neq0$. Both $A$ and $B$ may be complex. Absorption gives $b_+$ and $b_-$ imaginary parts, which enter $A$ as a weighted mean and $B$ through their difference.

## What flips the neutron spin

Choose $z$ along the incoming neutron spin. From $\sigma_x|{\uparrow}\rangle=|{\downarrow}\rangle$, $\sigma_y|{\uparrow}\rangle=i|{\downarrow}\rangle$ and $\sigma_z|{\uparrow}\rangle=|{\uparrow}\rangle$,

$$\boldsymbol\sigma\cdot\mathbf I\,|{\uparrow}\rangle=|{\uparrow}\rangle I_z+|{\downarrow}\rangle(I_x+iI_y).$$

With $I_\pm=I_x\pm iI_y$, the two matrix elements of $b$, which are still operators on the nuclear spin, are

$$\langle{\uparrow}|b|{\uparrow}\rangle=A+BI_z,\qquad \langle{\downarrow}|b|{\uparrow}\rangle=BI_+ .$$

When the neutron goes from up to down, the nucleus is raised by one unit, so that $J_z$ is conserved. The nuclear spin component along the neutron spin leaves the neutron unflipped. The two perpendicular components flip it.

Let $W$ be the intensity per steradian. For a fixed nucleus it is the differential cross-section as long as the neutron wave number $k$ satisfies $k|b|\ll1$, which thermal neutrons do by a wide margin for scattering lengths of a few fm. The final nuclear state is not observed, so we sum over it. For any operator $M$ on the nuclear spin, completeness of the final states $|n'\rangle$ gives

$$\sum_{n'}|\langle n'|M|n\rangle|^2=\langle n|M^\dagger M|n\rangle .$$

This sum assumes that the Zeeman and other spin energies are negligible, so that every final spin state belongs to the same outgoing wave number. With $\langle\cdots\rangle$ denoting the average over initial nuclear states,

$$W_{\rm flip}=|B|^2\langle I_-I_+\rangle,\qquad W_{\rm non}=\langle (A+BI_z)^\dagger(A+BI_z)\rangle .$$

The product in the first expression is, using $[I_x,I_y]=iI_z$,

$$I_-I_+=I_x^2+I_y^2+i[I_x,I_y]=I_x^2+I_y^2-I_z=I(I+1)-I_z^2-I_z .$$

For a nucleus with definite $m$ and real $A$, $B$,

$$W_{\rm flip}=B^2[I(I+1)-m^2-m],\qquad W_{\rm non}=(A+Bm)^2 .$$

In the example $I(I+1)=3.75$ and $B^2=4$ fm². For $m=+1/2$ the flip intensity is $4(3.75-0.25-0.5)=12$ fm² and the non-flip intensity is $(3+1)^2=16$ fm². The full set, in fm², is:

| $m$ | non-flip | flip |
|---|---|---|
| $+3/2$ | 36 | 0 |
| $+1/2$ | 16 | 12 |
| $-1/2$ | 4 | 16 |
| $-3/2$ | 0 | 12 |
| average | 14 | 10 |

The zero in the flip column has a simple reason: a nucleus with $m=I$ cannot be raised further. The zero in the non-flip column is a cancellation for these parameters, $3+2\times(-3/2)=0$.

## Averages over random nuclear spins

Unpolarized nuclei are here nuclei for which all $2I+1$ values of $m$ are equally likely, without phase relations between them. Their density matrix is the unit matrix divided by $2I+1$, which is unchanged by any rotation. Three consequences follow.

- $\langle I_z\rangle=\sum_m m/(2I+1)=0$, and by rotation the other two components also average to zero.
- For $a\neq b$, a half-turn about axis $a$ leaves $I_a$ alone and reverses $I_b$. The average cannot change, so $\langle I_aI_b\rangle=-\langle I_aI_b\rangle=0$.
- Quarter-turns interchange the axes, so $\langle I_x^2\rangle=\langle I_y^2\rangle=\langle I_z^2\rangle$. Their sum is $I(I+1)$.

Together,

$$\langle I_a\rangle=0,\qquad \langle I_aI_b\rangle=\delta_{ab}\,\frac{I(I+1)}{3}.$$

Insert these in the two intensities. In the non-flip channel the interference term is $2\,{\rm Re}(A^*B)\langle I_z\rangle=0$, so

$$W_{\rm flip}=\tfrac23|B|^2I(I+1),\qquad W_{\rm non}=|A|^2+\tfrac13|B|^2I(I+1).$$

The part that comes from $B$ is divided in the ratio $2:1$. In the example $B^2I(I+1)=15$ fm², giving $10$ fm² with flip and $5$ fm² without. Adding $A^2=9$ fm² to the latter reproduces the average $14$ fm² in the table.

It remains to show that the part from $B$ is what is meant by spin-incoherent scattering.

## Many nuclei: separating coherent from incoherent

Consider single scattering from nuclei at positions $\mathbf R_j$, to leading order in the neutron-nucleus interaction and without magnetic scattering from electrons. Let the nuclear motion go from state $\lambda$ to $\lambda'$, and let $\mathbf Q$ be the incoming minus the outgoing neutron wave vector. If spins and motion are independent, the amplitude is, up to an overall sign that drops out of intensities,

$$F=\sum_j x_jb_j,\qquad x_j=\langle\lambda'|e^{i\mathbf Q\cdot\mathbf R_j}|\lambda\rangle .$$

The numbers $x_j$ contain everything about positions, momentum transfer and energy transfer. The ratio of outgoing to incoming wave number multiplies both spin channels equally and is left out of $W$.

Let each site be occupied at random by one of several isotopes, with $A_j$, $B_j$ and $I_j$ depending on the isotope and with the same $x_j$ for all of them. An overline denotes the isotope average. The flip intensity is

$$W_{\rm flip}=\sum_{jk}x_j^*x_k\,\overline{B_j^*B_k\langle I_{j-}I_{k+}\rangle}.$$

For $j\neq k$ and uncorrelated spins, $\langle I_{j-}I_{k+}\rangle=\langle I_{j-}\rangle\langle I_{k+}\rangle=0$. The terms with $j=k$ survive:

$$W_{\rm flip}=\tfrac23S\sum_j|x_j|^2,\qquad S=\overline{|B|^2I(I+1)} .$$

In the non-flip channel the amplitude is $\sum_jx_j(A_j+B_jI_{jz})$. Terms linear in a nuclear spin average to zero, and the quadratic ones again survive for $j=k$:

$$W_{\rm non}=\sum_{jk}x_j^*x_k\,\overline{A_j^*A_k}+\tfrac13S\sum_j|x_j|^2 .$$

Independent site occupation gives $\overline{A_j^*A_k}=|\overline A|^2$ for $j\neq k$ and $\overline{|A|^2}$ for $j=k$. Both cases are contained in $|\overline A|^2+\delta_{jk}(\overline{|A|^2}-|\overline A|^2)$. Therefore

$$W_{\rm non}=|\overline A|^2\Big|\sum_jx_j\Big|^2+\Big(\overline{|A|^2}-|\overline A|^2+\tfrac13S\Big)\sum_j|x_j|^2 .$$

The first term contains interference between different nuclei and is the coherent scattering. It is governed by the mean of $b$ over spins and isotopes, which is $\overline A$. The terms with $\sum_j|x_j|^2$ contain no interference and are incoherent. One of them, $\overline{|A|^2}-|\overline A|^2$, comes from the spread of $A$ among isotopes. The other, $S$, comes from the random nuclear spins. The spin-incoherent intensity is thus

$$W_{\rm si}=S\sum_j|x_j|^2,\qquad \frac{W_{\rm si,\,flip}}{W_{\rm si}}=\frac23 .$$

This is the stated result. It holds for each motional transition separately, and hence at every momentum and energy transfer where there is spin-incoherent intensity, within the two assumptions made. First, nuclear spin energies must be unresolved. If a hyperfine field along the neutron spin splits the levels $m$ and the splitting is resolved, $I_z$ feeds an unshifted line with no flip and $I_+$ a shifted line that is all flip, $5$ and $10$ fm² in the example; only their sum shows $\frac23$. Second, spins and motion must be independent. In H$_2$ exchange symmetry ties the nuclear spin state to the rotational state, and $W_{\rm si}=S\sum_j|x_j|^2$ fails: for para-hydrogen staying in its rotational ground state $x_1=x_2$, and the spin part vanishes, as the singlet result below shows at $\varphi=0$.

For one fixed nucleus $|x|=1$ and the scattering is isotropic, so integration over angle multiplies $W$ by $4\pi$. The spin-incoherent cross-section is $4\pi|B|^2I(I+1)$. In the example it is $4\pi\times15$ fm² $=1.885$ barn, with $1.257$ barn flipped and $0.628$ barn not flipped. The coherent cross-section is $4\pi\times9$ fm² $=1.131$ barn.

## The same result for any beam polarization

The $z$ axis was chosen along the neutron spin, and random nuclei single out no direction, so the fraction is the same for every axis. The polarization vector shows this directly. Let the incoming neutron have density matrix $\rho=\frac12(1+\mathbf P\cdot\boldsymbol\sigma)$. The operator $B\,\boldsymbol\sigma\cdot\mathbf I$ turns it into the unnormalized matrix

$$\rho'=|B|^2\sum_{ab}\sigma_a\rho\,\sigma_b\langle I_bI_a\rangle=\frac{|B|^2I(I+1)}{3}\sum_a\sigma_a\rho\,\sigma_a .$$

Two sums are needed. First, $\sum_a\sigma_a\sigma_a=3$. Second, in $\sum_a\sigma_a\sigma_c\sigma_a$ the term $a=c$ gives $+\sigma_c$, while each of the other two gives $-\sigma_c$ because different Pauli matrices anticommute. The sum is $-\sigma_c$. Hence

$$\rho'=|B|^2I(I+1)\,\tfrac12\Big(1-\tfrac13\mathbf P\cdot\boldsymbol\sigma\Big),\qquad \mathbf P'=-\tfrac13\mathbf P .$$

For a fully polarized beam, the probability of finding the reversed spin is $(1+\frac13)/2=\frac23$, as before. For an unpolarized beam $\mathbf P'=\mathbf P=0$: spins are still flipped, but equally in both directions, and the polarization does not reveal it.

A second, independent spin-incoherent event multiplies the polarization by $-\frac13$ again. After two events it is $+\frac19\mathbf P$, and the net flip probability is $(1-\frac19)/2=\frac49$. The value $\frac23$ therefore belongs to a single spin-incoherent event. Additional events through the $A$ term alone leave the neutron spin, and hence the fraction, unchanged.

## Two thirds of what?

The fraction refers to the spin-incoherent part. Of all the scattering from the single nucleus in the example, $10/24=0.417$ is flipped, and the outgoing polarization is $(14-10)/24=0.167$ times the incoming one, with its sign unchanged.

Nor does the fraction apply to all incoherent scattering when isotopes with different $A$ are mixed. Let 60% of the sites hold the first isotope and 40% a second one with $I=1/2$, $b_+=-1$ fm and $b_-=7$ fm. Its constants are $A=[1.5\times(-1)+0.5\times7]/2=1$ fm and $B=-8/2=-4$ fm. Then

$$\overline A=0.6\times3+0.4\times1=2.2\ \text{fm},$$

$$\overline{A^2}-\overline A^{\,2}=0.6\times9+0.4\times1-4.84=0.96\ \text{fm}^2,$$

$$S=0.6\times15+0.4\times16\times\tfrac34=13.8\ \text{fm}^2 .$$

The flipped part per nucleus is $\frac23\times13.8=9.2$ fm², out of an incoherent total of $13.8+0.96=14.76$ fm². The fraction is $0.623$, below $\frac23$ because isotope incoherence does not flip spins.

Two such sites show the separation. With $x_1=x_2=1$ the non-flip intensity is $4\times4.84+2(0.96+4.6)=30.48$ fm². With $x_1=-x_2=1$ the coherent term cancels and $11.12$ fm² is left. The flip intensity is $18.4$ fm² in both cases. The numerical check tests the separation by explicit sums over isotope assignments and nuclear spin states.

## When the nuclear spins are not random

**Polarized nuclei.** If $\langle\mathbf I\rangle\neq0$, the mean of $b$ becomes $A+B\,\boldsymbol\sigma\cdot\langle\mathbf I\rangle$, so the coherent scattering itself depends on the neutron spin. The row $m=+3/2$ of the table is an extreme case: a neutron with spin parallel to the nuclear spin is not flipped at all. A neutron with the opposite spin meets the situation of the row $m=-3/2$, with $12$ fm² flipped and nothing unflipped.

**Aligned nuclei.** A vanishing $\langle\mathbf I\rangle$ is not sufficient for $I\geq1$. For independent nuclei, each with $\langle\mathbf I\rangle=0$, the spin part of the intensity is $|B|^2\langle I_z^2\rangle$ without flip and $|B|^2[I(I+1)-\langle I_z^2\rangle]$ with flip, so the flip fraction is

$$1-\frac{\langle I_z^2\rangle}{I(I+1)} .$$

Take $I=1$ with every nucleus in the state $m=0$. For a neutron polarized along $z$, $\langle I_z^2\rangle=0$ and the fraction is 1. For a neutron polarized along $x$, symmetry about $z$ gives $\langle I_x^2\rangle=\langle I_y^2\rangle=1$, and the fraction is $1-\frac12=\frac12$. For $I=1/2$ this cannot happen: $I_z^2=\frac14$ in every state, and the fraction is $1-\frac14/\frac34=\frac23$ for independent nuclei that each have $\langle\mathbf I\rangle=0$. A mean that vanishes only over sites is not enough: for one nucleus up and one down along the neutron spin, with $x_1=x_2$, the non-flip spin amplitudes cancel and the spin part is all flip.

**Correlated nuclei.** Let two spin-1/2 nuclei of the same isotope form a singlet $|s\rangle$, with $x_1=1$ and $x_2=e^{i\varphi}$. Since $(\mathbf I_1+\mathbf I_2)|s\rangle=0$, we may replace $\mathbf I_2|s\rangle$ by $-\mathbf I_1|s\rangle$. The flip amplitude acting on the singlet is then $B(1-e^{i\varphi})I_{1+}|s\rangle$. Nucleus 1 taken alone is up or down with equal probability, so $\langle I_{1-}I_{1+}\rangle=\frac23\times\frac34=\frac12$. With $|1-e^{i\varphi}|^2=2(1-\cos\varphi)$,

$$W_{\rm flip}=|B|^2(1-\cos\varphi).$$

The non-flip spin part has $\langle I_{1z}^2\rangle=\frac14$ in place of $\frac12$ and is half as large. The fraction is still $\frac23$ wherever the intensity is not zero, but the intensity now depends on the relative phase. For the second isotope, $B^2=16$ fm², it is $8$ fm² at $60^\circ$ and $32$ fm² at $180^\circ$, against $16$ fm² at either phase for random spins. This spin part is divided between flip and non-flip in the ratio $2:1$ and yet is not incoherent. At $180^\circ$ the $A$ term cancels, so the total scattering itself has flip fraction $32/48=\frac23$; at $60^\circ$ the $A$ term adds $3$ fm² without flip and the total fraction is $8/15$. A measured flip fraction of two thirds therefore does not by itself show that the nuclear spins are uncorrelated.

## Computed values

```
largest |flip fraction - 2/3|, I = 1/2 to 9/2: 2.2e-16
ONE ISOTOPE (intensities per steradian in fm^2)
I = 1.5, b_plus = 6.0 fm, b_minus = -2.0 fm
A = 3.000 fm, B = 2.000 fm
m = +1.5: non-flip 36.000 fm^2, flip 0.000 fm^2
m = +0.5: non-flip 16.000 fm^2, flip 12.000 fm^2
m = -0.5: non-flip 4.000 fm^2, flip 16.000 fm^2
m = -1.5: non-flip 0.000 fm^2, flip 12.000 fm^2
average over m: non-flip 14.000 fm^2, flip 10.000 fm^2
coherent part A^2 = 9.000 fm^2
spin-incoherent non-flip = 5.000 fm^2
spin-incoherent flip = 10.000 fm^2
total from the two J channels = 24.000 fm^2
coherent cross-section = 1.1310 barn
spin-incoherent cross-section = 1.8850 barn
  of which flip = 1.2566 barn
  of which non-flip = 0.6283 barn
flip fraction, spin-incoherent part = 0.6667
flip fraction, all scattering = 0.4167
outgoing/incoming polarization, spin-incoherent = -0.3333
outgoing/incoming polarization, all scattering = 0.1667
ISOTOPE MIXTURE (fractions 0.6 of the first, 0.4 of the second)
second isotope: I = 0.5, b_plus = -1.0 fm, b_minus = 7.0 fm
second isotope: A = 1.000 fm, B = -4.000 fm
mean A = 2.200 fm, (mean A)^2 = 4.840 fm^2
isotope-incoherent per nucleus = 0.960 fm^2
spin-incoherent per nucleus = 13.800 fm^2
two nuclei in phase: non-flip 30.480, flip 18.400 fm^2
two nuclei out of phase: non-flip 11.120, flip 18.400 fm^2
flip fraction of all incoherent scattering = 0.6233
LIMITS OF THE RESULT
I = 1, all m = 0: flip fraction along z 1.0000, along x 0.5000
pair of second-isotope nuclei, relative phase in degrees:
60: singlet flip 8.000 fm^2 (fraction 0.6667), random spins flip 16.000 fm^2
180: singlet flip 32.000 fm^2 (fraction 0.6667), random spins flip 16.000 fm^2
```
